Heavy and light holes scattered by ionized acceptors in p-germanium

**Problem**

Holes in germanium at 77 K are scattered by 10¹⁶ cm⁻³ singly ionized acceptors. Take two spherical parabolic bands with a common edge, m_h = 0.35 and m_l = 0.043 electron masses, and dielectric constant ε = 16. These are rough values for germanium. The hole density p equals the acceptor density N, the holes are non-degenerate, the field F is weak, and scattering is elastic and treated in the Born approximation. With x = cosθ, where θ is the angle between initial and final wave vectors, the squared overlaps are

G_intra = (1 + 3x²)/4,  G_inter = 3(1 − x²)/4.

They are averaged over the two initial spin states and summed over the two final ones. Find the relaxation times and the drift mobility. How large is the error if transitions between the bands are ignored?

Formulas are in Hartree atomic units (ħ = e = m_e = 1).

**A tempting solution**

The screened potential of one acceptor has the Fourier transform 4π/[ε(q² + β²)] in magnitude. Classical screening by all holes gives β² = 4πp/(εkT). For a transition from band i to band j at energy E, with k_i = √(2m_iE),

q² + β² = k_i² + k_j² − 2k_ik_jx + β² = 2k_ik_j(a_ij − x),
a_ij = (k_i² + k_j² + β²)/(2k_ik_j).

The golden rule contains 2πN|V|²G δ(E − E′). The radial integral over final states gives ∫k′²dk′ δ(E − k′²/2m_j) = m_jk_j. With the azimuthal factor 2π and the state density (2π)⁻³, the sum over final states becomes m_jk_j/(4π²) ∫dx. The rate is therefore

2πN · (16π²/ε²) · 1/(4k_i²k_j²) · m_jk_j/(4π²) ∫G dx/(a_ij − x)²
= (2πN/ε²) m_j/(k_i²k_j) ∫G dx/(a_ij − x)²,

with x running from −1 to 1.

Now comes the shortcut. Coulomb scattering favours small angles, and G_inter vanishes at θ = 0, so interband transitions are dropped. Each band then loses momentum in proportion to 1 − x:

1/τ_i = γ_iT_i,  γ_i = 2πNm_i/(ε²k_i³),
T_i = ∫(1 − x)(1 + 3x²)/[4(a_i − x)²] dx,  a_i = 1 + β²/(2k_i²).

To evaluate T_i, let J_n = ∫xⁿdx/(a − x)² and L(a) = ∫dx/(a − x) = ln[(a+1)/(a−1)]. Writing x = a − (a − x) and expanding its powers gives

J₀ = 2/(a² − 1),  J₁ = aJ₀ − L,
J₂ = a²J₀ − 2aL + 2,  J₃ = a³J₀ − 3a²L + 4a.

Since (1 − a)J₀ = −2/(a + 1),

J₀ − J₁ = L − 2/(a + 1),
J₂ − J₃ = −2a²/(a + 1) + (3a² − 2a)L + 2 − 4a,

and

T(a) = ¼[J₀ − J₁ + 3(J₂ − J₃)]
= ¼[(3a − 1)²L − (2 + 6a²)/(a + 1) + 6 − 12a].

The mobility follows from the current. Its integrand contains v_i²τ_i/3 = 2Eτ_i/(3m_i), the density of states ∝ √E, and −f₀′ = f₀/kT. Dividing by the hole density and using ∫E^{3/2}e^{−E/kT}dE = (3/2)kT∫E^{1/2}e^{−E/kT}dE gives

μ_i = ⟨τ_i⟩/m_i,  ⟨τ⟩ = ∫τE^{3/2}e^{−E/kT}dE / ∫E^{3/2}e^{−E/kT}dE.

The populations are proportional to m_i^{3/2}, so 4.13% of the holes are light. Numerical quadrature over energy gives 25,900 cm²/(V s) for heavy holes and 149,000 for light holes. The weighted mean is 31,000 cm²/(V s).

**Where it fails**

The factor 1 − x in the intraband momentum loss also vanishes in the forward direction. At small angles it is θ²/2, while G_inter is 3θ²/4. The two are of the same order, so the vanishing overlap does not justify the omission.

The rate prefactor matters as well. It combines the final density of states with the factor 1/(k_i²k_j²) from the potential. Let r = k_l/k_h = √(m_l/m_h) = 0.3505. Relative to γ_i, the rate prefactor for leaving band i is m_jk_i/(m_ik_j):

h → l: r²/r = r,  l → h: r/r² = 1/r.

The prefactor thus enhances the exit of a light hole by 2.85 and reduces that of a heavy hole by the same factor. The angular integrals must still be included.

**The coupled solution**

Let g_i be the deviation of the distribution from equilibrium f₀(E). For positive carriers the linearized Boltzmann equation is

F·v_i f₀′ = Σ_j Σ_k′ W_ij(k,k′)[g_j(k′) − g_i(k)].

Because the scattering is isotropic apart from its dependence on θ, a deviation proportional to F·v_i keeps that form. Set g_i = −τ_i(E) F·v_i f₀′ and divide by F·v_i f₀′. Averaging over azimuth about k replaces F·v_j′ by (v_j/v_i)x F·v_i, hence

1 = Σ_j Σ_k′ W_ij[τ_i − τ_j(v_j/v_i)x].

Departure to the other band needs an integral s without x, and return from it needs an integral b with x. Both are taken at a = a_hl. Using (1 − a²)J₀ = −2,

s = ¾(J₀ − J₂) = ¾(−2 + 2aL − 2) = (3/2)(aL − 2),
b = ¾(J₁ − J₃) = ¾(−2a − L + 3a²L − 4a) = ¾[(3a² − 1)L − 6a].

The velocity ratios are v_l/v_h = r/r² = 1/r and v_h/v_l = r. They cancel the factors r and 1/r in the return terms, leaving

γ_h[(T_h + rs)τ_h − bτ_l] = 1,
γ_l[(T_l + s/r)τ_l − bτ_h] = 1.

Also γ_l/γ_h = r²/r³ = 1/r. With K_h = T_h + rs and K_l = T_l + s/r, the equations become

K_hτ_h − bτ_l = 1/γ_h,  −bτ_h + K_lτ_l = r/γ_h.

Multiplying the first by K_l and the second by b and adding eliminates τ_l. Multiplying them by b and K_h eliminates τ_h. The solution is

τ_h = (K_l + rb)/(γ_hD),  τ_l = (rK_h + b)/(γ_hD),  D = K_hK_l − b².

**Numbers at one energy**

At 77 K, kT = 6.635 meV and the screening length 1/β is 24.2 nm. Take E = 3kT, where k_h = 0.428 nm⁻¹ and k_l = 0.150 nm⁻¹. Then a_h = 1.0047, a_l = 1.0379 and a_hl = 1.615, which give

T_h = 3.631,  T_l = 1.798,  s = 0.506,  b = 0.141,
K_h = 3.631 + 0.177 = 3.808,
K_l = 1.798 + 1.444 = 3.242,
D = 3.808 × 3.242 − 0.141² = 12.33.

With γ_h = 0.0454 ps⁻¹,

τ_h = (3.242 + 0.049)/(0.0454 × 12.33) = 5.9 ps,
τ_l = (1.335 + 0.141)/(0.0454 × 12.33) = 2.6 ps.

The shortcut gives 6.1 ps and 4.3 ps. Escape supplies nearly half of K_l but only about 5% of K_h, so the damage is concentrated in the light band.

**Mobility and its error**

The same energy average as before, now with the coupled times, gives the following mobilities. Screening and hole densities are held fixed, and errors are relative to the coupled result.

- Heavy holes: 25,100 cm²/(V s); the shortcut is 3% too high.
- Light holes: 91,200 cm²/(V s); the shortcut is 64% too high.
- All holes: 27,800 cm²/(V s); the shortcut is 11% too high.

Light holes are few but carry 13.5% of the current. Their share of the excess is 0.0413 × (149,200 − 91,200) ≈ 2,400 cm²/(V s), out of a total excess of about 3,150.

The sign of the total error is general within this model. At fixed energy the current weight of band i is k_i³/m_i, which is proportional to 1/γ_i, so the conductivity is proportional to τ_h + rτ_l. Let g = (1, r), and let K be the symmetric matrix with diagonal K_h, K_l and off-diagonal elements −b. Then the conductivity is proportional to

gᵀK⁻¹g = max over y of (2gᵀy − yᵀKy),

because for positive K the maximum lies at y = K⁻¹g. Interband scattering adds to yᵀKy the form

rs y_h² − 2b y_hy_l + (s/r)y_l².

Its determinant is s² − b². This is positive, since s ∓ b = ¾∫(1 − x²)(1 ∓ x)/(a − x)² dx > 0. The added form is therefore positive, and removing it raises the maximum. The overestimate holds at each energy and so survives the thermal average.

A partial correction keeps escape but drops return, setting b = 0. The factor 1/(a − x)² gives positive x more weight than negative x, so b > 0, and the solution shows that both times then become too short. The light mobility is 10% too low and the total 3% too low. For this example that is a better approximation than dropping both processes.

**Two limits**

For equal masses, r = 1 and all a_ij coincide. The two times are equal, with

1/(γτ) = T + s − b = ∫(1 − x)(G_intra + G_inter)/(a − x)² dx = L − 2/(a + 1),

because the overlaps sum to one. This is the scalar Brooks–Herring result. Interband transitions restore the scattering that the intraband overlap removes.

Using the scalar formula separately in each germanium band gives a total of 21,500 cm²/(V s), 23% too low. Its light-hole mobility is only 2% low, because two errors nearly cancel: unit overlap overstates intraband scattering, while interband scattering is missing. The cancellation is not general: the scalar light-hole time is 43% too long at 0.3kT and 6% too short at 10kT, and at 10¹⁷ cm⁻³ the scalar light-hole mobility is 49% too high.

For weak screening, a_i → 1 and T_i → L_i − 5/2, where L_i = ln(1 + 4k_i²/β²) grows without bound. An interband transition must instead transfer at least k_h − k_l. Thus a_hl tends to (r + 1/r)/2, and s and b tend to 0.518 and 0.146. Expanding the solution for large L_i ≈ L gives relative errors of the shortcut

heavy: r(s − b)/L,  light: (s − b)/(rL).

They vanish only logarithmically. These leading terms are also approached slowly: at L_h ≈ 8, L_l ≈ 6 the light-hole formula with L = L_l gives 17% where the full solution gives 30%, so they show the trend but do not reproduce the numbers below. At 77 K, with full ionization and impurity scattering alone, the computed errors are:

- 10¹⁴ cm⁻³: light 18%, total 4%.
- 10¹⁵ cm⁻³: light 29%, total 6%.
- 10¹⁶ cm⁻³: light 64%, total 11%.
- 10¹⁷ cm⁻³: light 213%, total 33%.

Stronger screening at higher doping reduces T_l and leaves escape more important. At 10¹⁷ cm⁻³ the holes are slightly degenerate; Fermi statistics would lower the last pair of errors to 203% and 32%. The entries show the model's trend rather than values for real germanium: lattice scattering cannot be neglected, least of all at low doping, and full ionization is already doubtful at 10¹⁶ cm⁻³.

**Comparison with real germanium**

The valence bands of germanium are warped rather than spherical. With rough Luttinger parameters 13.4, 4.2 and 5.7, the masses are 0.20 and 0.046 along [100], and 0.50 and 0.040 along [111]. Using each pair in turn in the spherical model gives total mobilities of 41,000 and 21,000 cm²/(V s), with shortcut errors of 21% and 7%. This is a measure of sensitivity, not a solution for warped bands.

An acceptor level 11 meV deep with fourfold degeneracy leaves 81% of the acceptors ionized. Using that density for both holes and scatterers, and neglecting neutral acceptors, raises the mobility to 33,000 cm²/(V s) and gives an error of 10%. Bound holes can also screen by redistributing among the acceptors; replacing p by p(2 − p/N) in β² to include this changes the values to 34,000 cm²/(V s) and 11%.

Lattice scattering lowers the mobility. Both overlaps have angular mean ½ and no component along x, so elastic acoustic phonons add the same rate to both bands and no return term:

1/τ_ac = πΞ²(kT/c) Σ_i m_i^{3/2}√(2E)/(2π²).

With a rough deformation potential Ξ = 4.6 eV and elastic constant c = 130 GPa, the fully ionized example falls to 17,000 cm²/(V s), and dropping only the impurity-induced interband transitions gives an error of 10%. Dropping the phonon-induced ones as well raises it to 21%. Phonons alone would give 99,000 cm²/(V s), well above the measured value for pure germanium at this temperature, roughly 40,000. The estimate therefore understates lattice scattering. Raising Ξ to 7.2 eV, so that phonons alone give 40,000, changes the three numbers above to 12,000 cm²/(V s), 9% and 33%.

The Born approximation is also strained: at 3kT the heavy-hole parameter k_hε/m_h is 1.03, not large. Phase shifts from numerical integration of the radial equation, for a spinless hole and an attractive acceptor, give momentum-transfer cross sections 0.87 (heavy) and 1.08 (light) times the Born values at this energy. At kT the ratios are 0.73 and 1.18, so the approximation is worse for slower holes. Finally, the typical acceptor spacing N^{−1/3} is 46 nm, only about twice the screening length, so treating the acceptors as independent scatterers is a further approximation, whose error is not estimated here.
